**Permuted correlated Gaussians and Young projectors**

The program tests that a Gaussian $\phi_A(r)=e^{-r^TAr}$ becomes $\phi_{P^TAP}$ under $r\to Pr$, and that a spin-adapted matrix element needs one sum over at most $N!$ permutations $\sigma$ with weights $e_\sigma$. Here $e=sas/\kappa$ is the Young projector, with $s$ the row symmetrizer, $a$ the column antisymmetrizer and $\kappa$ a normalization constant. It asserts the matrix rules against relabelled particle positions, including internal coordinates, and the integral formulas against grid sums and random sampling. For 3, 4 and 5 electrons it asserts that weights computed from explicit spin vectors equal the Young products and that $e$ is idempotent. For one pair of three-electron Gaussians, the 36-term double sum is asserted to equal the six-term single sum divided by the number of spin functions, 2. The output gives a two-electron singlet energy of 4.00002 Ry, against the exact 4 Ry: substituting the nodeless function $(1+r_{12}/2)\,e^{-(r_1^2+r_2^2)/4}$ into $H$ with $\omega=1$ Ry gives 1.5 Ry from the centre of mass and 2.5 Ry from the relative motion. For three electrons without repulsion, the energies lie within 0.001 Ry of the oscillator levels 4.5, 6.5 and 8.5 Ry. With repulsion, 400 Gaussians give 8.94 Ry for the lowest doublet and 10.59 Ry for the lowest quartet with $L=0$ and even parity, both still falling slightly as the basis grows.

## Numerical check

```python
"""Correlated Gaussians under permutations, and Young projectors at N! cost.

Result under test: phi_A(r) = exp(-sum_ij A_ij r_i.r_j) obeys
phi_A(P r) = phi_{P^T A P}(r).  For electrons of total spin S this gives
  <Psi_k|H|Psi_l> = (1/f) sum_sigma e_sigma <phi_k|H|sigma phi_l>,
where Psi = antisymmetrizer(phi chi), chi = singlet pairs times alpha spins,
e = s a s / kappa is the Hermitian Young projector (s: row symmetrizer,
a: column antisymmetrizer), and f is the number of spin functions of spin S.
Rydberg units: H = sum(-lap_i + omega^2 r_i^2/4) + sum_{i<j} 2/r_ij.
A permutation sigma is a tuple; it carries particle j to place sigma[j].
"""
from itertools import combinations, permutations
from math import comb, factorial
import numpy as np
from scipy.constants import physical_constants

OMEGA = 1.0  # trap quantum in Ry
RY_IN_EV = physical_constants["Rydberg constant times hc in eV"][0]
rng = np.random.default_rng(7)


def perm_matrix(sigma):
    T = np.zeros((len(sigma), len(sigma)))
    for j, target in enumerate(sigma):
        T[target, j] = 1.0
    return T


def sign(sigma):
    inversions = sum(sigma[i] > sigma[j]
                     for i, j in combinations(range(len(sigma)), 2))
    return -1 if inversions % 2 else 1


def gaussian_matrix(a, b):
    """A for exp(-sum a_i r_i^2 - sum_{i<j} b_ij r_ij^2)."""
    A = np.diag(np.array(a, dtype=float))
    for (i, j), value in zip(combinations(range(len(a)), 2), b):
        w = np.zeros(len(a))
        w[i], w[j] = 1.0, -1.0
        A += value * np.outer(w, w)
    return A


def gaussian_value(A, r):
    return np.exp(-np.sum(A * (r @ r.T)))


def elements(A, B):
    """Overlap, one-body energy, repulsion for normalized Gaussians."""
    n = A.shape[-1]
    C = A + B
    D = np.linalg.inv(C)
    S = ((np.linalg.det(2 * A) * np.linalg.det(2 * B)) ** 0.75
         / np.linalg.det(C) ** 1.5)
    kinetic = 6 * np.trace(A @ D @ B, axis1=-2, axis2=-1)
    trap = 3 * OMEGA**2 / 8 * np.trace(D, axis1=-2, axis2=-1)
    repulsion = 0.0
    for i, j in combinations(range(n), 2):
        beta = D[..., i, i] + D[..., j, j] - 2 * D[..., i, j]
        repulsion = repulsion + 4 / np.sqrt(np.pi * beta)
    return S, S * (kinetic + trap), S * repulsion


# ---- spin functions and the group algebra ----
def spin_function(n, pairs):
    chi = np.array(1.0)
    singlet = np.array([[0.0, 1.0], [-1.0, 0.0]]) / np.sqrt(2)
    for _ in range(pairs):
        chi = np.multiply.outer(chi, singlet)
    for _ in range(n - 2 * pairs):
        chi = np.multiply.outer(chi, np.array([1.0, 0.0]))
    return chi


def permute_spins(sigma, chi):
    return np.transpose(chi, np.argsort(sigma))


def spin_projector(n, pairs):
    """Coefficients (f/N!) sign(sigma) <chi|sigma chi> from spin vectors."""
    f = comb(n, pairs) - (comb(n, pairs - 1) if pairs else 0)
    chi = spin_function(n, pairs)
    return {g: f / factorial(n) * sign(g) * np.sum(chi * permute_spins(g, chi))
            for g in permutations(range(n))}


def multiply(x, y):
    product = {}
    for g, cg in x.items():
        for h, ch in y.items():
            gh = tuple(g[k] for k in h)
            product[gh] = product.get(gh, 0.0) + cg * ch
    return product


def largest_difference(x, y):
    return max(abs(x.get(g, 0.0) - y.get(g, 0.0)) for g in set(x) | set(y))


def label_group(labels):
    n = len(labels)
    return [g for g in permutations(range(n))
            if all(labels[g[j]] == labels[j] for j in range(n))]


def total_spin_squared(n):
    half_pauli = [np.array([[0, 1], [1, 0]]) / 2,
                  np.array([[0, -1j], [1j, 0]]) / 2,
                  np.array([[1, 0], [0, -1]]) / 2]
    result = np.zeros((2**n, 2**n), dtype=complex)
    for s in half_pauli:
        total = sum(np.kron(np.kron(np.eye(2**k), s), np.eye(2**(n - k - 1)))
                    for k in range(n))
        result += total @ total
    return result


# ---- test: Gaussians keep their form ----
a_k, b_k = [0.2, 0.3, 0.5], [0.1, 0.05, 0.2]
a_l, b_l = [0.4, 0.25, 0.3], [0.05, 0.3, 0.1]
A_k, A_l = gaussian_matrix(a_k, b_k), gaussian_matrix(a_l, b_l)
group3 = list(permutations(range(3)))
points = rng.normal(size=(3, 3))


def pair_form(a, b, r):
    exponent = sum(ai * np.dot(ri, ri) for ai, ri in zip(a, r))
    for (i, j), value in zip(combinations(range(len(a)), 2), b):
        exponent += value * np.sum((r[i] - r[j]) ** 2)
    return np.exp(-exponent)


for g in group3:
    T = perm_matrix(g)
    relabelled = pair_form(a_k, b_k, points[list(g)])
    assert np.isclose(relabelled, gaussian_value(T @ A_k @ T.T, points),
                      rtol=1e-11)
cycle = (1, 2, 0)
T = perm_matrix(cycle)
assert not np.isclose(pair_form(a_k, b_k, points[list(cycle)]),
                      gaussian_value(T.T @ A_k @ T, points), rtol=1e-4)

P = np.array([[1.0, 0.3, 0.0], [-0.2, 1.1, 0.1], [0.0, 0.2, 0.9]])
shift = rng.normal(size=(3, 3))
moved = pair_form(a_k, b_k, P @ points - shift)
assert np.isclose(moved, gaussian_value(
    P.T @ A_k @ P, points - np.linalg.solve(P, shift)), rtol=1e-10)

# internal coordinates measured from the first particle
W = np.array([[-1.0, 1.0, 0.0], [-1.0, 0.0, 1.0]])
B_internal = np.array([[0.5, 0.1], [0.1, 0.3]])
Q_of = {}
for g in group3:
    Q = W @ perm_matrix(g).T @ np.linalg.pinv(W)
    Q_of[g] = Q
    direct = gaussian_value(B_internal, W @ points[list(g)])
    assert np.isclose(direct, gaussian_value(Q.T @ B_internal @ Q, W @ points),
                      rtol=1e-10)
    assert np.isclose(np.linalg.det(Q), sign(g))
Q_swap = Q_of[(1, 0, 2)]
assert not np.allclose(Q_swap.T @ Q_swap, np.eye(2))

# ---- test: integrals from a grid and from random sampling ----
axis = np.arange(-30, 31) * 0.3
X = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1)


def on_grid(A, x):
    return np.exp(-np.sum(x * (A @ x), axis=0))


F_k, F_l = on_grid(A_k, X), on_grid(A_l, X)
I_kl = np.sum(F_k * F_l)
S_grid = (I_kl / np.sqrt(np.sum(F_k**2) * np.sum(F_l**2))) ** 3
gradient_sum, h = 0.0, 1e-3
for i in range(3):
    step = np.zeros((3, 1))
    step[i] = h
    dk = (on_grid(A_k, X + step) - on_grid(A_k, X - step)) / (2 * h)
    dl = (on_grid(A_l, X + step) - on_grid(A_l, X - step)) / (2 * h)
    gradient_sum += np.sum(dk * dl)
square_sum = np.sum(F_k * F_l * np.sum(X**2, axis=0))
H_grid = S_grid * 3 * (gradient_sum + OMEGA**2 / 4 * square_sum) / I_kl
S_kl, H_kl, V_kl = elements(A_k, A_l)
assert np.isclose(S_grid, S_kl, rtol=1e-7)
assert np.isclose(H_grid, H_kl, rtol=1e-5)  # finite-difference error
norm_ratio = (np.sum(on_grid(A_k, P @ X) ** 2) / np.sum(F_k**2)) ** 3
assert np.isclose(norm_ratio, abs(np.linalg.det(P)) ** -3, rtol=1e-6)

root = np.linalg.cholesky(np.linalg.inv(A_k + A_l) / 2)
sample = rng.standard_normal((200000, 3, 3)) @ root.T
V_sample = sum(np.mean(2 / np.linalg.norm(sample[:, :, i] - sample[:, :, j],
                                          axis=1))
               for i, j in combinations(range(3), 2))
assert np.isclose(V_sample, V_kl / S_kl, rtol=0.01)  # sampling noise

# ---- test: spin vectors against Young products ----
print("Young projectors: N, S, f, |R|, |C|, kappa, nonzero terms, N!")
for n in (3, 4, 5):
    S2 = total_spin_squared(n)
    for pairs in range(n // 2 + 1):
        spin = n / 2 - pairs
        chi = spin_function(n, pairs).ravel()
        assert np.allclose(S2 @ chi, spin * (spin + 1) * chi)
        rows = [j // 2 if j < 2 * pairs else j - pairs for j in range(n)]
        columns = [j % 2 if j < 2 * pairs else 0 for j in range(n)]
        R, C = label_group(rows), label_group(columns)
        s = {g: 1 / len(R) for g in R}
        a = {g: sign(g) / len(C) for g in C}
        f = comb(n, pairs) - (comb(n, pairs - 1) if pairs else 0)
        span = np.array([permute_spins(g, chi.reshape((2,) * n)).ravel()
                         for g in permutations(range(n))])
        assert np.linalg.matrix_rank(span, tol=1e-9) == f
        kappa = factorial(n) / (f * len(R) * len(C))
        sas = multiply(multiply(s, a), s)
        young = {g: value / kappa for g, value in sas.items()}
        e = spin_projector(n, pairs)
        assert largest_difference(e, young) < 1e-12
        assert largest_difference(multiply(young, young), young) < 1e-12
        nonzero = sum(abs(v) > 1e-12 for v in e.values())
        print(f"  {n}  {spin:.1f}  {f}  {len(R)}  {len(C)}  {kappa:.6f}"
              f"  {nonzero}  {factorial(n)}")

# ---- one matrix element: N! terms against N!^2 terms ----
doublet, quartet = spin_projector(3, 1), spin_projector(3, 0)
print("A_k (bohr^-2):", np.round(A_k, 4).tolist())
print("A_l (bohr^-2):", np.round(A_l, 4).tolist())
print("Q for swap of particles 1,2:", (np.round(Q_swap, 6) + 0.0).tolist())
print("Doublet terms: sigma(1)sigma(2)sigma(3), e_sigma, overlap, H (Ry)")
single = np.zeros(2)
for g in group3:
    T = perm_matrix(g)
    S, H0, V = elements(A_k, T @ A_l @ T.T)
    single += doublet[g] * np.array([S, H0 + V])
    name = "".join(str(k + 1) for k in g)
    print(f"  {name}  {doublet[g]:+.6f}  {S:.6f}  {H0 + V:.6f}")
print(f"Projected overlap: {single[0]:.6f}")
print(f"Projected H element: {single[1]:.6f} Ry")
chi3, double, count = spin_function(3, 1), np.zeros(2), 0
for g in group3:
    for q in group3:
        Tg, Tq = perm_matrix(g), perm_matrix(q)
        S, H0, V = elements(Tg @ A_k @ Tg.T, Tq @ A_l @ Tq.T)
        weight = sign(g) * sign(q) * np.sum(
            permute_spins(g, chi3) * permute_spins(q, chi3)) / 36
        double += weight * np.array([S, H0 + V])
        count += 1
assert np.allclose(double, single / 2, rtol=1e-9, atol=1e-13)  # f = 2
print(f"Element of antisymmetrized functions: S {double[0]:.6f}, "
      f"H {double[1]:.6f} Ry")
print(f"Gaussian terms: double sum {count}, single sum {len(group3)}")


# ---- energies in a seeded random basis ----
def random_basis(n, size):
    """Mild pair exponents, except one pair that may be tight."""
    basis = []
    pair_count = n * (n - 1) // 2
    for _ in range(size):
        a = np.exp(rng.uniform(np.log(0.13), np.log(0.6), n))
        b = rng.uniform(-0.03, 0.25, pair_count)
        b[rng.integers(pair_count)] = -0.03 + np.exp(
            rng.uniform(np.log(0.01), np.log(4.0)))
        basis.append(gaussian_matrix(a, b))
    return np.array(basis)


def projected_matrices(basis, projector):
    total = np.zeros((3, len(basis), len(basis)))
    for g, weight in projector.items():
        T = perm_matrix(g)
        total += weight * np.array(
            elements(basis[:, None], (T @ basis @ T.T)[None, :]))
    return total


def lowest_energy(matrices, coupling, size):
    """Lowest eigenvalue and the number of independent functions kept."""
    S, H0, V = matrices[:, :size, :size]
    H = H0 + coupling * V
    # functions nearly annihilated by the projector carry rounding noise
    keep = np.flatnonzero(np.diag(S) > 1e-5)
    scale = 1 / np.sqrt(np.diag(S)[keep])
    S = S[np.ix_(keep, keep)] * np.outer(scale, scale)
    H = H[np.ix_(keep, keep)] * np.outer(scale, scale)
    values, vectors = np.linalg.eigh((S + S.T) / 2)
    good = values > 1e-7
    Y = vectors[:, good] / np.sqrt(values[good])
    energy = np.linalg.eigvalsh(Y.T @ ((H + H.T) / 2) @ Y)[0]
    return energy, int(np.sum(good))


pair_energy, _ = lowest_energy(projected_matrices(
    random_basis(2, 100), spin_projector(2, 1)), 1.0, 100)
print(f"Two electrons, singlet, 100 functions: {pair_energy:.6f} Ry")
assert -1e-5 < pair_energy - 4.0 < 5e-3

sizes = (100, 200, 400)
basis3 = random_basis(3, sizes[-1])
print(f"Trap quantum: {OMEGA:.1f} Ry; three electrons, L=0, even parity")
cases = [("no projector", {(0, 1, 2): 1.0}, 0),
         ("doublet", doublet, 2), ("quartet", quartet, 4)]
final = {}
for name, projector, quanta in cases:
    matrices = projected_matrices(basis3, projector)
    free, kept = lowest_energy(matrices, 0.0, sizes[-1])
    expected = (4.5 + quanta) * OMEGA
    print(f"{name}: without repulsion {free:.5f} Ry, "
          f"oscillator level {expected:.1f} Ry, functions kept {kept}")
    assert -1e-3 < free - expected < 0.03
    energies = [lowest_energy(matrices, 1.0, size)[0] for size in sizes]
    print(f"{name}: with repulsion, K=100,200,400: "
          + ", ".join(f"{E:.5f}" for E in energies) + " Ry")
    assert abs(energies[2] - energies[1]) < 0.05
    assert energies[2] > free
    final[name] = energies[2]
assert final["no projector"] < final["doublet"] < final["quartet"]
for name in ("doublet", "quartet"):
    print(f"{name} energy, K={sizes[-1]}: {final[name]:.4f} Ry = "
          f"{final[name] * RY_IN_EV:.3f} eV")
gap = final["quartet"] - final["doublet"]
print(f"Quartet minus doublet: {gap:.4f} Ry = {gap * RY_IN_EV:.3f} eV")
print("verified")
```

Output:

```
Young projectors: N, S, f, |R|, |C|, kappa, nonzero terms, N!
  3  1.5  1  1  6  1.000000  6  6
  3  0.5  2  2  2  0.750000  6  6
  4  2.0  1  1  24  1.000000  24  24
  4  1.0  3  2  6  0.666667  20  24
  4  0.0  2  4  4  0.750000  24  24
  5  2.5  1  1  120  1.000000  120  120
  5  1.5  4  2  24  0.625000  84  120
  5  0.5  5  4  12  0.500000  120  120
A_k (bohr^-2): [[0.35, -0.1, -0.05], [-0.1, 0.6, -0.2], [-0.05, -0.2, 0.75]]
A_l (bohr^-2): [[0.75, -0.05, -0.3], [-0.05, 0.4, -0.1], [-0.3, -0.1, 0.7]]
Q for swap of particles 1,2: [[-1.0, 0.0], [-1.0, 1.0]]
Doublet terms: sigma(1)sigma(2)sigma(3), e_sigma, overlap, H (Ry)
  123  +0.333333  0.845929  9.916378
  132  -0.166667  0.831481  9.724784
  213  +0.333333  0.970086  11.622121
  231  -0.166667  0.835617  9.776988
  312  -0.166667  0.986288  11.850972
  321  -0.166667  0.863176  10.148152
Projected overlap: 0.019245
Projected H element: 0.262684 Ry
Element of antisymmetrized functions: S 0.009622, H 0.131342 Ry
Gaussian terms: double sum 36, single sum 6
Two electrons, singlet, 100 functions: 4.000019 Ry
Trap quantum: 1.0 Ry; three electrons, L=0, even parity
no projector: without repulsion 4.50092 Ry, oscillator level 4.5 Ry, functions kept 397
no projector: with repulsion, K=100,200,400: 7.44132, 7.41731, 7.40440 Ry
doublet: without repulsion 6.50037 Ry, oscillator level 6.5 Ry, functions kept 365
doublet: with repulsion, K=100,200,400: 9.00216, 8.95522, 8.94070 Ry
quartet: without repulsion 8.50068 Ry, oscillator level 8.5 Ry, functions kept 341
quartet: with repulsion, K=100,200,400: 10.62454, 10.60083, 10.59167 Ry
doublet energy, K=400: 8.9407 Ry = 121.644 eV
quartet energy, K=400: 10.5917 Ry = 144.107 eV
Quartet minus doublet: 1.6510 Ry = 22.463 eV
verified
```
